# Exciton-phonon matrix element: electron scattering minus hole scattering, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a displaced crystal to the matrix element

**Q.** I have heard that an exciton scatters from a phonon by "electron scattering minus hole scattering". Before I discuss a minus sign, I want to know what the exciton state is and which particle carries which momentum.

**A.** Take a crystal of \(N\) cells with periodic boundary conditions and filled valence bands, and call its ground state \(|0\rangle\). Bands are labelled \(v\) (filled) and \(c\) (empty); a label may include spin. An exciton with total crystal momentum \(Q\) is

\[
|S,Q\rangle=\sum_{vck}A^{SQ}_{vck}\,c^\dagger_{c,k+Q}\,c_{v,k}|0\rangle ,\qquad \sum_{vck}|A^{SQ}_{vck}|^2=1 .
\]

The electron sits at \(k+Q\), and the missing valence electron was at \(k\). I call \(k\) the position of the hole in the valence band. Removing an electron at \(k\) changes the crystal momentum by \(-k\), so the pair carries \((k+Q)-k=Q\), whatever \(k\) is.

Only states with one pair are kept, which is the Tamm-Dancoff approximation. Momenta are defined modulo a reciprocal lattice vector, and I choose Bloch states and envelopes that are periodic in them. A momentum that leaves the Brillouin zone can then be folded back without an extra phase. I write one dimension and one displacement coordinate \(u_l\) per cell \(l\). In three dimensions \(ql\) becomes \(\mathbf q\cdot\mathbf R_l\), and the polarization of the mode enters the derivative of the Hamiltonian.

**Q.** Then say what a phonon does to one electron, with its normalization. Factors of \(N\) have a way of disappearing.

**A.** I use atomic units, \(\hbar=m_e=e=1\). Let \(h\) be the quasiparticle Hamiltonian, taken as a given one-body operator that depends on the displacements. To linear order its change is \(\sum_l u_l\,\partial h/\partial u_l\). For a mode of mass \(M\) and frequency \(\omega_q\),

\[
u_l=\frac{1}{\sqrt N}\sum_q\frac{1}{\sqrt{2M\omega_q}}\,e^{iql}\,(b_q+b^\dagger_{-q}) .
\]

Inserting this and collecting the sum over cells gives

\[
H_{\rm ep}=\frac{1}{\sqrt N}\sum_q\frac{b_q+b^\dagger_{-q}}{\sqrt{2M\omega_q}}\,V_q ,\qquad
V_q=\sum_l e^{iql}\frac{\partial h}{\partial u_l} .
\]

Let \(T_l\) translate by \(l\) cells, and let \(D=\partial h/\partial u_0\). Then \(\partial h/\partial u_l=T_lDT_l^\dagger\). A Bloch state obeys \(T_l^\dagger|n,k\rangle=e^{ikl}|n,k\rangle\), so

\[
\langle m,k'|V_q|n,k\rangle=\langle m,k'|D|n,k\rangle\sum_l e^{i(q+k-k')l} .
\]

The sum is \(N\) if \(k'=k+q\) and zero otherwise. The surviving elements are

\[
g_{mn}(k,q)=\langle m,k+q|V_q|n,k\rangle .
\]

Each Bloch state is normalized on the whole crystal and brings a factor \(N^{-1/2}\). The factor \(N\) from the sum cancels the two of them, and \(g\) does not grow with the crystal. It is an energy per length. The factors \(N^{-1/2}\) and \((2M\omega_q)^{-1/2}\) stay outside.

**Q.** Now the exciton. Which Hamiltonian acts on the envelope, and where would a minus sign come from?

**A.** Suppose the one-body Hamiltonian has no elements between the filled and the empty space. I write its two blocks as \(h_{c'c}\) and \(h_{v'v}\), with momenta absorbed in the labels for a moment. For fermion operators,

\[
[c_a^\dagger c_b,\,c_c^\dagger]=\delta_{bc}\,c_a^\dagger ,\qquad
[c_a^\dagger c_b,\,c_v]=-\delta_{av}\,c_b .
\]

The second relation follows by exchanging the two annihilators:

\[
c_a^\dagger c_bc_v-c_vc_a^\dagger c_b=-(c_a^\dagger c_v+c_vc_a^\dagger)c_b=-\delta_{av}c_b .
\]

With \(\hat h=\sum_{ab}h_{ab}c_a^\dagger c_b\), these relations give

\[
[\hat h,c_c^\dagger]=\sum_{c'}h_{c'c}c_{c'}^\dagger ,\qquad
[\hat h,c_v]=-\sum_{v'}h_{vv'}c_{v'} .
\]

The ground state is an eigenstate, \(\hat h|0\rangle=E_0|0\rangle\) with \(E_0=\sum_vh_{vv}\). Moving \(\hat h\) to the right through the pair operators therefore gives

\[
(\hat h-E_0)\,c_c^\dagger c_v|0\rangle=\sum_{c'}h_{c'c}\,c_{c'}^\dagger c_v|0\rangle-\sum_{v'}h_{vv'}\,c_c^\dagger c_{v'}|0\rangle .
\]

To move the hole from \(v\) to \(v'\), an electron must go from \(v'\) to \(v\). This fixes the index order \(vv'\), and the exchange of two annihilators fixes the sign.

Adding the electron-hole kernel \(K\), the pair Hamiltonian is

\[
H_{c'v',cv}=h_{c'c}\delta_{v'v}-h_{vv'}\delta_{c'c}+K_{c'v',cv} .
\]

In the undisplaced crystal the blocks are diagonal. Restoring momenta, the Bethe-Salpeter equation at fixed \(Q\) reads

\[
(E_{c,k+Q}-E_{v,k})A^{SQ}_{vck}+\sum_{v'c'k'}K_{vck,v'c'k'}A^{SQ}_{v'c'k'}=\Omega_{SQ}A^{SQ}_{vck} .
\]

**Q.** You assumed that no elements connect filled and empty states. A displacement creates such elements at once, so you cannot simply differentiate the two blocks.

**A.** The orbitals have to follow the displacement. Take a real displacement pattern of amplitude \(u\), so that \(h(u)=h+uV\) with \(V\) Hermitian. Define the carried orbitals

\[
|\tilde c\rangle=|c\rangle+u\sum_v|v\rangle\frac{V_{vc}}{E_c-E_v},\qquad
|\tilde v\rangle=|v\rangle-u\sum_c|c\rangle\frac{V_{cv}}{E_c-E_v} .
\]

Since \(V_{cv}^*=V_{vc}\), their overlap is

\[
\langle\tilde v|\tilde c\rangle=\frac{uV_{vc}}{E_c-E_v}-\frac{uV_{vc}}{E_c-E_v}+O(u^2)=O(u^2) .
\]

The element of \(h(u)\) between them has three first-order parts: \(V\) itself, the admixture in \(\tilde c\), and the admixture in \(\tilde v\). They give

\[
\langle\tilde v|h(u)|\tilde c\rangle
=uV_{vc}\left[1+\frac{E_v}{E_c-E_v}-\frac{E_c}{E_c-E_v}\right]+O(u^2)=O(u^2) .
\]

To first order the carried valence orbitals therefore span the filled space of the displaced crystal.

Within the conduction block, an admixture would contribute at first order through \(\langle c'|h|v\rangle\), which is zero. The valence block works in the same way. Hence

\[
\tilde h_{c'c}=E_c\delta_{c'c}+uV_{c'c}+O(u^2),\qquad
\tilde h_{v'v}=E_v\delta_{v'v}+uV_{v'v}+O(u^2) .
\]

The interband elements have moved into the orbitals. The construction is first order in \(u\). It needs the elements of \(uV\) to be small compared with \(E_c-E_v\) for every filled and empty state that \(V\) connects, so it fails when the displacement nearly closes the gap between two such states.

**Q.** But the kernel is evaluated with orbitals, and you have just changed the orbitals. What does "the kernel is unchanged by the displacement" mean now?

**A.** The phrase can mean two things, and they lead to different results. One may hold the screened interaction \(W(r,r')\) fixed as a function of position. The matrix elements of \(K\) then still change at first order, because \(\tilde c\) contains some valence character and \(\tilde v\) some conduction character. Or one may hold the matrix elements themselves fixed:

\[
\frac{d}{du}\,K_{\tilde c'\tilde v',\tilde c\tilde v}\Big|_{u=0}=0 .
\]

The second condition is the one that removes the kernel from the derivative, and it is the assumption I make. It refers to orbitals carried as above, with no first-order rotation inside the conduction space or inside the valence space. Without that rule the condition would have no definite meaning, since a rotation inside either space changes the individual matrix elements of \(K\).

**Q.** Granted as an assumption, then. What is left of the derivative?

**A.** Put the two blocks into the pair Hamiltonian and differentiate at \(u=0\):

\[
\frac{dH_{c'v',cv}}{du}=V_{c'c}\,\delta_{v'v}-V_{vv'}\,\delta_{c'c} .
\]

This is linear in \(V\). A real pattern of wavevector \(q\) has \(V=fV_q+f^*V_{-q}\), with \(f\) a complex amplitude. The part that raises the momentum by \(q\) is obtained by putting \(V_q\) in place of \(V\), although \(V_q\) alone is not Hermitian. I define \(G_{S'S}(Q,q)\) as the element of this derivative, with \(V_q\) inserted, between the envelopes of \(|S,Q\rangle\) and \(|S',Q+q\rangle\).

**Q.** Do the electron first, and tell me which \(k\) appears in the final envelope.

**A.** The initial pair has its electron at \(k+Q\) and its hole at \(k\). The first term of the derivative leaves the hole alone and takes the electron from \((c,k+Q)\) to \((c',k+Q+q)\). In a final exciton of momentum \(Q+q\), an electron at \(k+(Q+q)\) belongs to a hole at \(k\). The final envelope thus has the same \(k\):

\[
G^{e}=\sum_k\sum_{vcc'}A^{S',Q+q\,*}_{vc'k}\;g_{c'c}(k+Q,q)\;A^{SQ}_{vck} .
\]

The coupling is taken at \(k+Q\), where the electron starts, and not at the summation variable \(k\).

**Q.** By symmetry the hole term should then have the same \(k\) in both envelopes, with \(g_{vv'}(k,q)\) between them.

**A.** It does not, because \(k\) labels the hole and it is now the hole that moves. The second term of the derivative contains \(\langle v,k|V_q|v',k'\rangle\), in which a valence electron goes from \(k'\) into the hole at \(k\). The selection rule demands \(k=k'+q\), so the hole ends at

\[
k'=k-q .
\]

The electron has stayed at \(k+Q\). Seen from the new hole position,

\[
k+Q=(k-q)+(Q+q) ,
\]

which is where the electron must be in a final exciton of momentum \(Q+q\). The final envelope is therefore taken at \(k-q\), and so is the coupling:

\[
G^{h}=\sum_k\sum_{cvv'}A^{S',Q+q\,*}_{v'c,k-q}\;g_{vv'}(k-q,q)\;A^{SQ}_{vck} .
\]

The hole's position \(k\) drops by \(q\). Since a hole at \(k\) contributes \(-k\) to the momentum of the pair, this drop raises the total by \(q\), as the electron term does.

**Q.** Then write the whole matrix element, with the phonon operators attached.

**A.** With the minus sign of the hole term,

\[
\begin{aligned}
G_{S'S}(Q,q)=\sum_k\Big[&\sum_{vcc'}A^{S',Q+q\,*}_{vc'k}\,g_{c'c}(k+Q,q)\,A^{SQ}_{vck}\\
&-\sum_{cvv'}A^{S',Q+q\,*}_{v'c,k-q}\,g_{vv'}(k-q,q)\,A^{SQ}_{vck}\Big] .
\end{aligned}
\]

The coupling of excitons to phonons is

\[
H_{\rm xp}=\frac{1}{\sqrt N}\sum_{S'SQq}\frac{G_{S'S}(Q,q)}{\sqrt{2M\omega_q}}\,|S',Q+q\rangle\langle S,Q|\,(b_q+b^\dagger_{-q}) .
\]

Here \(b_q\) absorbs a phonon of momentum \(q\), and \(b^\dagger_{-q}\) emits one of momentum \(-q\). Both raise the momentum of the exciton by \(q\).

**Q.** Does the shift by \(q\) have a physical meaning, or is it only an accident of labelling?

**A.** The label is a convention, but for unequal masses the two overlaps differ physically. Take a weakly bound pair made from one conduction and one valence band with effective masses \(m_e\) and \(m_h\), and let \(M_x=m_e+m_h\). The momentum of relative motion is

\[
p=\frac{m_h(k+Q)-m_e(-k)}{M_x}=k+\frac{m_h}{M_x}Q .
\]

Measure \(k\) from the band extrema and choose Bloch phases that vary smoothly with \(k\). With the reduced mass \(\mu=m_em_h/M_x\), the pair energy separates as \((k+Q)^2/2m_e+k^2/2m_h=Q^2/2M_x+p^2/2\mu\), and for a weakly bound pair the kernel depends only on \(k-k'=p-p'\). The envelope is therefore \(A^Q_k=\phi(p)\), with the same \(\phi\) for every \(Q\). Let the couplings be constants \(g_c\) and \(g_v\) over the range of \(k\) that matters, and define \(F(s)=\sum_k\phi^*(k+s)\phi(k)\).

In the electron term the final relative momentum is \(k+m_h(Q+q)/M_x\), a change of \(m_hq/M_x\). In the hole term it is

\[
k-q+\frac{m_h}{M_x}(Q+q)=p-\frac{m_e}{M_x}q ,
\]

a change of \(-m_eq/M_x\). Therefore

\[
G=g_c\,F\!\left(\frac{m_hq}{M_x}\right)-g_v\,F\!\left(-\frac{m_eq}{M_x}\right) .
\]

A kick to one particle changes the relative motion in proportion to the mass of the other. For long waves both overlaps tend to one and \(G\to g_c-g_v\), so a potential that shifts both bands equally does not couple to the neutral pair. Each overlap becomes small when its own shift, \(m_hq/M_x\) or \(m_eq/M_x\), is much larger than the width of \(\phi\). For very unequal masses the two overlaps therefore fall off at very different \(q\).

## Second half: consequences, the neglected term and a worked chain

The exciton \(|S,Q\rangle\) has envelope \(A^{SQ}_{vck}\), electron at \(k+Q\) and hole at \(k\). The operator \(V_q=\sum_le^{iql}\,\partial h/\partial u_l\) has elements \(g_{mn}(k,q)=\langle m,k+q|V_q|n,k\rangle\). The matrix element found above is \(G=G^e-G^h\), with

\[
\begin{aligned}
G^e&=\sum A^{S',Q+q\,*}_{vc'k}\,g_{c'c}(k+Q,q)\,A^{SQ}_{vck},\\
G^h&=\sum A^{S',Q+q\,*}_{v'c,k-q}\,g_{vv'}(k-q,q)\,A^{SQ}_{vck} .
\end{aligned}
\]

It assumes that kernel elements between carried orbitals do not change. These orbitals acquire interband admixtures \(V_{vc}/(E_c-E_v)\) per unit displacement.

**Q.** You obtained this by differentiating an effective pair Hamiltonian. Could I not place the electron-phonon operator directly between two exciton states?

So far, differentiating the pair Hamiltonian has given the exciton-phonon matrix element \(G=G^e-G^h\), on the assumption that kernel elements between carried orbitals do not change. What remains is the direct calculation just proposed, followed by checks of the result, the neglected kernel term and a worked chain.
